# Exact Poisson Confidence Limits on a Hop Rate from Molecular Dynamics

## Problem

A defect in a crystal is followed by molecular dynamics. It vibrates about a site and now and then hops to an equivalent neighbouring site. In a total observation time \(T\), fixed before the runs start, \(n\) hops are counted. The task is to state what this count says about the hop rate \(k\), including the case in which no hop is seen.

Assume that in a short time \(dt\) one hop occurs with probability \(k\,dt\), whatever happened before, and that two or more hops occur with a probability that vanishes faster than \(dt\). Here \(k\) is the total rate of leaving a site, summed over all neighbours.

(a) Derive the probability of counting \(n\) hops in time \(T\), and show that independent runs may be pooled.

(b) Show that the probability of counting at most \(n\) hops falls steadily as \(k\) grows.

(c) Use this to define lower and upper confidence limits on \(k\) with an allowed failure probability \(\alpha\), and express them through chi-square quantiles.

(d) Prove that the limits enclose the true rate with probability at least \(1-\alpha\).

(e) Find the one-sided 95 percent upper bound on \(k\) when no hop is seen.

(f) Four independent runs of 50 ps each contain one defect per run. In case A, 4 hops are counted in total; find the central 95 percent limits. Case B is a separate study of the same length, planned from the outset to give only an upper bound, and it shows no hop. Find the bound, the hop-free time needed to lower it to 0.001 ps⁻¹, and the bound on the barrier \(E\) if \(k=\nu e^{-E/k_B\Theta}\) with an assumed \(\nu=10\) ps⁻¹ and temperature \(\Theta=1000\) K.

(g) Examine what goes wrong if a Gaussian error bar is used, or if the hops are correlated.

The values in (f) are round model parameters and describe no particular material.

## Solution

### (a) The counting law

Let \(P_n(t)\) be the probability that \(n\) hops have occurred by time \(t\). There are two ways to have \(n\) hops at \(t+dt\): \(n\) hops were already present and none was added, or \(n-1\) were present and one was added. To first order in \(dt\),

\[
P_n(t+dt)=P_n(t)(1-k\,dt)+P_{n-1}(t)\,k\,dt .
\]

Subtracting \(P_n(t)\) and dividing by \(dt\) gives

\[
\frac{dP_n}{dt}=k\,(P_{n-1}-P_n),\qquad P_{-1}=0 .
\]

At the start no hop has been counted, so \(P_0(0)=1\) and \(P_n(0)=0\) for \(n\ge1\). Set \(Q_n=e^{kt}P_n\). The product rule gives

\[
\frac{dQ_n}{dt}=kQ_n+e^{kt}k(P_{n-1}-P_n)=kQ_{n-1}.
\]

For \(n=0\) the right side is zero, so \(Q_0=1\). If \(Q_{n-1}=(kt)^{n-1}/(n-1)!\), integration from \(0\) to \(t\) with \(Q_n(0)=0\) gives \(Q_n=(kt)^n/n!\). By induction this holds for every \(n\). At \(t=T\), with \(m=kT\),

\[
P_n=p_n(m)=e^{-m}\frac{m^n}{n!}.
\]

This is the Poisson law. Its mean is

\[
\langle N\rangle=\sum_{n\ge1} e^{-m}\frac{m^n}{(n-1)!}=m .
\]

In the same way \(\langle N(N-1)\rangle=m^2\), so the variance is \(m^2+m-m^2=m\).

Now take two independent runs with mean counts \(m_1\) and \(m_2\). The probability of \(n\) hops in total is

\[
\sum_{j=0}^{n}e^{-m_1}\frac{m_1^j}{j!}\,e^{-m_2}\frac{m_2^{n-j}}{(n-j)!}
=\frac{e^{-(m_1+m_2)}}{n!}\sum_{j=0}^{n}\binom nj m_1^j m_2^{n-j}
=e^{-(m_1+m_2)}\frac{(m_1+m_2)^n}{n!},
\]

by the binomial theorem. The total is again a Poisson count, and its mean is the sum of the means. Adding further runs one at a time extends this to any number. If all runs share the rate \(k\), the total mean is \(k\) times the summed time, and that sum is the \(T\) to be used.

### (b) The cumulative probability falls with the rate

Define the probability of at most \(n\) hops,

\[
F_n(m)=\sum_{j=0}^{n}p_j(m).
\]

Differentiating \(e^{-m}m^j/j!\) gives \(dp_j/dm=p_{j-1}-p_j\), with \(p_{-1}=0\). In the sum, neighbouring terms cancel:

\[
\frac{dF_n}{dm}=\sum_{j=0}^{n}(p_{j-1}-p_j)=-p_n(m)<0\qquad(m>0).
\]

Since \(F_n(0)=1\) and \(F_n\to0\) as \(m\to\infty\), \(F_n\) takes each value between 1 and 0 once. A larger rate makes a small count less likely.

### (c) The confidence limits

A value of \(m\) is rejected if it makes the observed count improbably low or improbably high. For central limits, each side receives half of the allowed failure probability.

On the low-count side, reject \(m\) if \(F_n(m)<\alpha/2\). Because \(F_n\) decreases, this removes all \(m\) above the value \(a_U\) fixed by

\[
F_n(a_U)=\frac{\alpha}{2}.
\]

On the high-count side, reject \(m\) if the probability of \(n\) or more hops, \(1-F_{n-1}(m)\), is below \(\alpha/2\). This probability increases with \(m\), so all \(m\) below \(a_L\) are removed, where

\[
1-F_{n-1}(a_L)=\frac{\alpha}{2}\qquad(n\ge1).
\]

For \(n=0\) the probability of "zero or more hops" is 1, nothing is rejected on this side, and \(a_L=0\).

The limits are in the right order. At \(m=a_U\) the probability of \(n\) or more hops is \(1-F_n+p_n>1-\alpha/2>\alpha/2\), so \(a_U\) is not rejected from the high-count side and \(a_L<a_U\). Since \(m=kT\), the limits on the rate are

\[
k_L=\frac{a_L}{T},\qquad k_U=\frac{a_U}{T}.
\]

To obtain a closed form, integrate the derivative found in (b) from \(m\) to infinity, where \(F_n\) vanishes:

\[
F_n(m)=\int_m^\infty \frac{x^n e^{-x}}{n!}\,dx
=\int_{2m}^\infty \frac{y^{n}e^{-y/2}}{2^{n+1}\,n!}\,dy .
\]

The second form uses \(y=2x\): the factor \(x^n\) supplies \(2^{-n}\) and \(dx=dy/2\) supplies the remaining \(2^{-1}\). The chi-square density with \(f\) degrees of freedom is \(y^{f/2-1}e^{-y/2}/[2^{f/2}\Gamma(f/2)]\). With \(f=2n+2\) it is the integrand above, because \(\Gamma(n+1)=n!\). Thus \(F_n(m)\) is the probability that a chi-square variable with \(2n+2\) degrees of freedom exceeds \(2m\).

Let \(\chi^2(q;f)\) be the value with probability \(q\) below it. The upper condition leaves probability \(\alpha/2\) above \(2a_U\), hence \(1-\alpha/2\) below it. The lower condition reads \(F_{n-1}(a_L)=1-\alpha/2\), which leaves \(\alpha/2\) below \(2a_L\), now with \(2(n-1)+2=2n\) degrees of freedom. Therefore

\[
k_L=\frac{\chi^2(\alpha/2;\,2n)}{2T}\quad(n\ge1),\qquad
k_U=\frac{\chi^2(1-\alpha/2;\,2n+2)}{2T}.
\]

The degrees of freedom differ because the observed count \(n\) belongs to both tails: to "at most \(n\)" and to "at least \(n\)".

### (d) How often the limits enclose the true rate

The true \(m>0\) is fixed; the count \(N\), and with it the limits, vary from one repetition of the study to the next. Write \(a_L(N)\) and \(a_U(N)\).

Both limits increase with the count. At \(a_U(n)\) we have \(F_{n+1}>F_n=\alpha/2\), so \(m\) must be raised further to bring \(F_{n+1}\) down to \(\alpha/2\). Likewise, at \(a_L(n)\) the probability of \(n+1\) or more hops is below \(\alpha/2\), so \(a_L(n+1)>a_L(n)\). For any fixed \(m\), \(F_n(m)\to1\) as \(n\to\infty\), so both limits eventually exceed \(m\).

The upper limit fails if \(a_U(N)<m\). If no count does this, the failure probability is zero. Otherwise let \(r\) be the largest count with \(a_U(r)<m\). Failure then means \(N\le r\), and because \(F_r\) decreases,

\[
P(N\le r)=F_r(m)<F_r(a_U(r))=\frac{\alpha}{2}.
\]

The lower limit fails if \(a_L(N)>m\). Let \(s\) be the smallest count for which this happens. Failure means \(N\ge s\), and because this probability increases with the mean,

\[
P(N\ge s)=1-F_{s-1}(m)<1-F_{s-1}(a_L(s))=\frac{\alpha}{2}.
\]

The total failure probability is below \(\alpha\). The probability of enclosing the true value, called the coverage, is therefore at least \(1-\alpha\) at every rate.

The limits are called exact because they use the Poisson law itself. Their coverage is not equal to 95 percent at each rate: counts are integers, and the failure probability cannot be tuned continuously. At \(m=4\), for example, the coverage is 0.960. The 95 percent describes the procedure over repeated studies. It is not a probability that \(k\) lies in the one interval obtained; such a statement would need a prior distribution for \(k\).

### (e) No hop seen

If only an upper bound is wanted, the whole failure probability \(\alpha=0.05\) goes to the low-count side. The argument in (d) for the upper limit holds with \(\alpha/2\) replaced by \(\alpha\). For \(n=0\) the sum \(F_0\) has a single term, so

\[
e^{-k_UT}=0.05,\qquad
k_U=\frac{\ln 20}{T}=\frac{2.996}{T}\approx\frac{3}{T}.
\]

Any rate above this bound would have produced at least one hop with a probability above 95 percent. Rounding to \(3/T\) is slightly cautious: at \(kT=3\) the probability of seeing at least one hop is \(1-e^{-3}=0.9502\).

The rule \(3/T\) is a one-sided statement. The upper end of the central 95 percent interval at \(n=0\) follows from \(e^{-k_UT}=0.025\) and is \(\ln40/T=3.689/T\).

The choice between the two must be made before the count is known. Suppose the central interval were used for \(n\ge1\) and the one-sided bound for \(n=0\). For a true \(m\) just above \(\ln20\), a zero count fails with probability just under 0.05. Large counts, whose lower limits exceed \(m\), add a failure probability that does not shrink to zero as \(m\) approaches \(\ln20\). Sufficiently close to \(\ln 20\) the total exceeds 0.05, and the claimed confidence is lost.

### (f) The numbers

The four runs are pooled: \(T=4\times50\ \text{ps}=200\) ps.

**Case A, four hops.** The estimate is \(n/T=4/200=0.020\) ps⁻¹. The central limits on the mean count are \(a_L=1.0899\) and \(a_U=10.2416\). They come from the quantile formulas, or from bisection on the conditions in (c), which works because the cumulative probabilities are monotonic. The upper value can be checked by adding the five Poisson terms at \(m=10.2416\):

\[
0.000036+0.000365+0.001870+0.006384+0.016345=0.025000 .
\]

At \(m=1.0899\) the probability of four or more hops is also 0.025000. Dividing by \(T\),

\[
k_L=\frac{1.0899}{200\ \text{ps}}=0.00545\ \text{ps}^{-1},\qquad
k_U=\frac{10.2416}{200\ \text{ps}}=0.0512\ \text{ps}^{-1},
\]

or \(5.4\times10^{9}\) to \(5.1\times10^{10}\) s⁻¹. The limits differ by a factor of 9.4, so four hops fix little more than the order of magnitude of the rate. The interval is also lopsided: the upper limit lies farther from the estimate than the lower one.

**Case B, no hop.** The planned one-sided bound is

\[
k_U=\frac{2.9957}{200\ \text{ps}}=0.0150\ \text{ps}^{-1}=1.5\times10^{10}\ \text{s}^{-1}.
\]

This is a bound and not an estimate: the data are compatible with any smaller rate, including zero. The bound falls as \(1/T\). To reach 0.001 ps⁻¹ without a hop requires

\[
T=\frac{2.9957}{0.001\ \text{ps}^{-1}}=2996\ \text{ps}\approx3\ \text{ns}.
\]

The derivation assumes a length fixed in advance. As long as no hop has occurred this can be relaxed: the bound \(\ln20/t\), quoted at any time \(t\) before the first hop, lies below \(k\) only if the first hop comes later than \(\ln20/k\), which has probability \(e^{-\ln20}=0.05\). If the stopping time may also be chosen after hops have been seen, each further count adds a chance to report a bound that is too low, and the failure probability exceeds 0.05. If a run is instead stopped when a chosen number of hops has occurred, the time is random and the count is not, and the derivation above does not apply as it stands.

An upper bound on the rate gives a lower bound on the barrier, because \(k\) decreases with \(E\). From \(\nu e^{-E/k_B\Theta}\le\ln20/T\), taking logarithms and solving for \(E\),

\[
E\ge k_B\Theta\,\ln\frac{\nu T}{\ln20}
=0.08617\ \text{eV}\times\ln\frac{10\times200}{2.9957}=0.56\ \text{eV}.
\]

Here \(\nu\) is the prefactor of the total rate of leaving a site. The bound is conditional on its assumed value: if \(\nu\) were smaller by a factor \(e\approx2.7\), the bound would drop by \(k_B\Theta=0.086\) eV. The dependence on \(T\) is equally weak, so longer hop-free runs raise the barrier bound only logarithmically.

All these limits describe counting statistics alone. Errors of the computed forces, of the cell size or of incomplete equilibration are not included.

### (g) Where error bars fail

**The Gaussian interval.** The variance of the count equals its mean. Replacing the Poisson law by a Gaussian, whose central 95 percent lies within 1.96 standard deviations, and the unknown variance by the observed count \(n\), gives the interval \(n\pm1.96\sqrt n\). For case A it gives \(4\pm3.92\), that is 0.08 to 7.92 hops, or 0.0004 to 0.0396 ps⁻¹. Compared with the exact limits, both ends are too low. For \(n=0\) the interval shrinks to the single point zero, as if the absence of hops had proved that the rate vanishes.

The consequence shows in the coverage. At a true mean of 4 the Gaussian interval encloses the truth with probability 0.906, against 0.960 for the exact limits. At a true mean of 1 the values are 0.632 and 0.981. The low value at mean 1 comes almost entirely from the zero count, which occurs with probability \(e^{-1}=0.368\) and then gives an interval that misses the true mean.

**Correlated hops.** The derivation needs hops without memory. A defect that has just crossed a barrier may still carry enough energy to return at once, and the return is then not independent of the first hop. As an extreme model, let every hop be followed by an immediate return, with both counted. If \(J\) is the number of pairs, a Poisson count with mean \(\mu\), the recorded count is \(N=2J\). Its mean is \(2\mu\), but its variance is \(4\mu\), twice the value for a Poisson count of the same mean. The fluctuations are larger by \(\sqrt2\) than the limits allow for. At a mean of 20 recorded hops, the coverage of the nominal 95 percent limits drops from 0.9568 for independent hops to 0.8495 for paired ones.

The zero-event bound suffers too. If \(k\) is the rate of recorded hops, pairs arrive at rate \(k/2\), and the probability of seeing none is \(e^{-kT/2}\). Setting this to 0.05 gives \(k_U=2\ln20/T\approx6/T\), twice the memoryless result.

In this model the cure is to count each pair as one event. The pairs are independent, so the limits hold again, but for the rate of pairs. Each pair returns the defect to its starting site, so the rate of pairs is not a rate of transport. A different rule suits a real trajectory: count a hop only after the defect has stayed at its new site long enough to lose memory of its arrival. A hop with an immediate return is then not counted at all, and in the extreme model this rule would count nothing. The waiting time \(\tau\) must be short against \(1/k\): even without memory a stay is shorter than \(\tau\) with probability \(1-e^{-k\tau}\approx k\tau\), so the rule also drops or merges genuine hops, and the filtered count is close to a Poisson count only for \(k\tau\ll1\). Under this condition the limits refer to the rate of completed hops. To obtain a diffusion coefficient from this rate one also needs the length of the completed hops and independent directions of successive hops.

**Unequal runs.** If the runs have different rates \(k_i\) and lengths \(T_i\), the pooling proof in (a) still gives a Poisson total, with mean \(\sum_i k_iT_i\). The limits then apply to the time-weighted average rate \(\sum_i k_iT_i/T\), and they do not estimate how much the rates differ between runs; because \(k_iT_i\le\sum_j k_jT_j\), the upper limit only caps each single rate at \(a_U/T_i\).

The numerical check compares the quantile formulas with direct root finding on the Poisson sums and evaluates the coverage by explicit summation. Over the sampled means up to 30, the lowest coverage of the central limits is 0.9506, in agreement with the guarantee proved in (d).

## Numbers as computed

```
number of runs: 4
time per run: 50 ps
total time T: 200 ps
central 95 percent limits on the mean count (dimensionless):
  n = 0: a_L = 0.0000, a_U = 3.6889
  n = 1: a_L = 0.0253, a_U = 5.5716
  n = 2: a_L = 0.2422, a_U = 7.2247
  n = 3: a_L = 0.6187, a_U = 8.7673
  n = 4: a_L = 1.0899, a_U = 10.2416
  n = 5: a_L = 1.6235, a_U = 11.6683
case A, hops seen: 4
case A, estimate n/T: 0.0200 per ps
case A, lower limit: 0.00545 per ps
case A, upper limit: 0.05121 per ps
case A, lower limit: 5.449e+09 per s
case A, upper limit: 5.121e+10 per s
case A, ratio upper/lower: 9.40
case A, Poisson terms at mean a_U (dimensionless):
  P(0) = 0.000036
  P(1) = 0.000365
  P(2) = 0.001870
  P(3) = 0.006384
  P(4) = 0.016345
  sum = 0.025000
case A, P(N >= 4) at mean a_L: 0.025000
case A, Gaussian lower limit: 0.00040 per ps
case A, Gaussian upper limit: 0.03960 per ps
case B, one-sided bound on mean count: 2.9957
case B, one-sided upper bound on rate: 0.01498 per ps
case B, same bound: 1.498e+10 per s
case B, rounded rule 3/T: 0.01500 per ps
confidence of exactly 3/T: 0.95021
case B, central upper limit: 0.01844 per ps
target rate bound: 0.001 per ps
hop-free time needed for target: 2996 ps
attempt frequency: 10 per ps
temperature: 1000 K
thermal energy: 0.08617 eV
case B, lower bound on barrier: 0.560 eV
lowest central coverage, means up to 30: 0.9506
lowest one-sided coverage, means up to 30: 0.9500
coverage at mean 1: exact 0.9810, Gaussian 0.6315
coverage at mean 4: exact 0.9603, Gaussian 0.9056
mean counted hops in paired test: 20
coverage, independent hops: 0.9568
coverage, paired hops: 0.8495
```
